# Narrowing of a Laser-Deposited Spot under Arrhenius Growth

## A special case

A laser heats a small spot on a wafer. The centre is at 1000 K, the surroundings are at 300 K, and the rise of 700 K falls off as a Gaussian \(e^{-r^2/w^2}\). A film grows from the gas at a rate proportional to \(e^{-E/(RT)}\), with \(E=165\) kJ/mol. How far from the centre has the growth rate dropped by a factor \(e\)?

The logarithm of the rate has the slope \(E/(RT^2)\) in temperature. Near 1000 K, a factor \(e\) therefore costs a cooling of about

\[
\frac{RT_p^2}{E}=50.4\ \text{K},
\]

where \(T_p\) is the peak temperature. Close to the centre the Gaussian has fallen by \(700\,r^2/w^2\) kelvin. Equating this to 50.4 K gives \(r/w=\sqrt{50.4/700}=0.268\). The temperature rise itself drops by a factor \(e\) at \(r=w\), so the deposit is narrower by nearly a factor of four. Most of the deposit grows on the top 50 K of a 700 K hill, and the top of a hill is narrow.

This estimate replaced two curves by their leading terms at the peak. The theorem below states when that is justified and what it costs.

## Assumptions and notation

1. The surface temperature is \(T(r)=T_0+\Delta T\,e^{-r^2/w^2}\), with \(T_0,\Delta T>0\) and peak \(T_p=T_0+\Delta T\). It is constant during the exposure.
2. Growth is limited by the surface reaction. The local rate is \(A\,e^{-E/(RT)}\), with \(A\) and \(E>0\) constant, and depends on the local temperature alone.
3. The spot is stationary, so the thickness \(h(r)\) is the rate times the exposure time.

Two dimensionless numbers describe the problem:

\[
\beta=\frac{E\,\Delta T}{RT_p^2},\qquad \delta=\frac{\Delta T}{T_p},\qquad 0<\delta<1 .
\]

A width is taken at a fraction \(f\) of the peak, with \(0<f<1\) and \(L=\ln(1/f)\). For the temperature, it is the width of the rise above \(T_0\), not of the absolute temperature. Since \(e^{-r^2/w^2}=f\) at \(r=w\sqrt L\), the radius of the temperature rise is \(w\sqrt L\). Let \(r_f\) be the radius at which \(h=f\,h(0)\), and let \(\rho_f=r_f/(w\sqrt L)\) be the ratio of the two widths.

**Theorem.** Under these assumptions, \(r_f\) exists if and only if \(L<\beta/(1-\delta)\), and then

\[
\rho_f=\sqrt{-\frac1L\ln\!\left(1-\frac{L}{\beta+L\delta}\right)} .
\]

For fixed \(L\) and \(\beta\to\infty\),

\[
\rho_f=\sqrt{\frac{RT_p^2}{E\,\Delta T}}\left[1+\frac{L}{2\beta}\left(\frac12-\delta\right)+O(\beta^{-2})\right].
\]

The leading factor does not depend on \(f\): full widths at half maximum (FWHM) and \(1/e\) widths shrink by the same factor in this limit.

## Proof

**Lemma 1.** With \(u=1-e^{-r^2/w^2}\),

\[
\frac{h(r)}{h(0)}=e^{-\Phi},\qquad \Phi=\frac{\beta u}{1-\delta u}.
\]

*Proof.* In the ratio of thicknesses the prefactor \(A\) and the exposure time cancel, leaving

\[
\Phi=\frac ER\left(\frac1T-\frac1{T_p}\right)=\frac ER\,\frac{T_p-T}{T\,T_p}.
\]

The definition of \(u\) gives \(T=T_0+\Delta T(1-u)=T_p-\Delta T\,u=T_p(1-\delta u)\). Hence \(T_p-T=\Delta T\,u\) and \(T\,T_p=T_p^2(1-\delta u)\). Substitution gives

\[
\Phi=\frac{E\,\Delta T}{RT_p^2}\,\frac{u}{1-\delta u}. \qquad\blacksquare
\]

**Lemma 2.** The deposit reaches the fraction \(f\) at \(u_f=L/(\beta+L\delta)\), provided that \(L<\beta/(1-\delta)\).

*Proof.* The derivative of \(u/(1-\delta u)\) is \(1/(1-\delta u)^2>0\). As \(r\) runs from 0 to infinity, \(u\) rises from 0 towards 1, and \(\Phi\) rises steadily from 0 towards \(\beta/(1-\delta)\) without reaching it. So \(\Phi=L\) has one solution if \(L<\beta/(1-\delta)\) and none otherwise. Solving,

\[
\beta u=L(1-\delta u)\;\Rightarrow\;u(\beta+L\delta)=L\;\Rightarrow\;u_f=\frac{L}{\beta+L\delta}.\qquad\blacksquare
\]

*Proof of the theorem.* Inverting \(u=1-e^{-r^2/w^2}\) gives \(r_f^2=-w^2\ln(1-u_f)\). Division by \(w^2L\) gives the closed formula.

For the expansion, put \(q=L/\beta\), which is small. Then

\[
u_f=\frac{q}{1+\delta q}=q-\delta q^2+O(q^3),
\]

\[
-\ln(1-u_f)=u_f+\tfrac12u_f^2+O(u_f^3)=q+\left(\tfrac12-\delta\right)q^2+O(q^3).
\]

Dividing by \(L\) and using \(q/L=1/\beta\),

\[
\rho_f^2=\frac1\beta\left[1+\left(\tfrac12-\delta\right)\frac L\beta+O(\beta^{-2})\right].
\]

The square root halves the first correction, which is the stated result. \(\blacksquare\)

**Remark 1: one small parameter is enough.** Replacing \(1/T\) by its tangent at \(T_p\) seems to require a second condition, \(RT_p/E\ll1\). But

\[
\frac{RT_p}{E}=\frac{RT_p^2}{E\,\Delta T}\,\frac{\Delta T}{T_p}=\frac{\delta}{\beta}<\frac1\beta ,
\]

so large \(\beta\) already ensures it. The two parts of the correction have different origins. The term \(+\frac12\) comes from the Gaussian, which falls more slowly than its parabola and so widens the deposit. The term \(-\delta\) comes from \(1/T\), which grows faster than its tangent as \(T\) falls and so narrows it. They cancel at \(\delta=\frac12\), that is, at \(T_p=2T_0\).

**Remark 2: when the spot is not narrower.** At half height \(L=\ln2\), and \(\rho_{1/2}<1\) means \(-\ln(1-u_f)<\ln2\), or \(u_f<\frac12\). This is \(2L<\beta+L\delta\), so the deposit is narrower if and only if

\[
\beta>(2-\delta)\ln2 .
\]

Take \(\beta=1\) and \(\delta=0.1\), where the threshold is 1.317. The closed formula gives \(\rho_{1/2}=1.228\): the deposit is wider than the temperature rise. The unheated surroundings then still grow at \(e^{-\beta/(1-\delta)}=e^{-1.11}\), a third of the central rate. Widths here refer to the total thickness, with this background included.

## The shape of the deposit

**Proposition 1.** For fixed \(\delta\ne\frac12\) and large \(\beta\), the deposit approaches the Gaussian \(e^{-\beta r^2/w^2}\). The largest difference, as a fraction of the peak height, is \(4e^{-2}|\delta-\frac12|/\beta\) to leading order.

*Proof.* Let \(s=r^2/w^2\) and \(y=\beta s\). For small \(s\), \(u=s-\frac12s^2+O(s^3)\) and \(u/(1-\delta u)=u+\delta u^2+O(u^3)\). Therefore

\[
\Phi=\beta\left[s+\left(\delta-\tfrac12\right)s^2+O(s^3)\right]=y+\left(\delta-\tfrac12\right)\frac{y^2}{\beta}+O\!\left(\frac{y^3}{\beta^2}\right),
\]

\[
e^{-\Phi}-e^{-y}=-\left(\delta-\tfrac12\right)\frac{y^2e^{-y}}{\beta}+O(\beta^{-2})
\]

at fixed \(y\). The derivative of \(y^2e^{-y}\) is \((2y-y^2)e^{-y}\), so its maximum is \(4e^{-2}\), at \(y=2\).

Large \(y\) cannot produce a greater difference. For \(s\le1\), concavity of \(u(s)\) gives \(u\ge(1-e^{-1})s\), so \(\Phi\ge0.63\,y\). Also \(|\Phi-y|\le Cy^2/\beta\), with \(C\) depending on \(\delta\) alone. The difference is then at most \(Cy^2e^{-0.63y}/\beta\), which is negligible beside the maximum once \(y\) is large. For \(s>1\) both curves lie below \(e^{-0.63\beta}\). \(\blacksquare\)

## Peaks that are not Gaussian

**Proposition 2.** Let \(T(r)\) be any fixed continuous profile that decreases with \(r\) and behaves as \(T_p-c\,r^2\) near the centre, with \(c>0\). For \(E\to\infty\),

\[
r_f\simeq\sqrt{\frac{L\,RT_p^2}{E\,c}} .
\]

*Proof.* The fraction \(f\) is reached where \(1/T=1/T_p+RL/E\). With \(\varepsilon=RT_p/E\) this is \(T=T_p/(1+\varepsilon L)\), so

\[
T_p-T=\frac{T_p\,\varepsilon L}{1+\varepsilon L}=\frac{L\,RT_p^2}{E}\,\frac1{1+\varepsilon L}.
\]

As \(\varepsilon\to0\) this drop vanishes. Because \(T\) decreases with \(r\), the radius vanishes too, and the drop may be replaced by \(c\,r_f^2\). \(\blacksquare\)

For a Gaussian \(c=\Delta T/w^2\), which returns \(r_f=w\sqrt{L/\beta}\). The deposit thus responds to the curvature of the temperature at its peak. The temperature width matters only through its relation to that curvature, and this relation depends on the shape.

## Worked example

Take the values of the opening case, with a temperature rise of FWHM 5.00 µm. Then \(w=5.00/(2\sqrt{\ln2})=3.003\) µm, \(\delta=0.700\), and

\[
\beta=\frac{700}{50.39}=13.89,\qquad \frac1{\sqrt\beta}=0.2683 .
\]

The limiting deposit width is \(0.2683\times5.00=1.342\) µm. The first correction multiplies it by

\[
1+\frac{0.693}{2\times13.89}(0.5-0.7)=0.995 .
\]

The closed formula starts from \(u_f=0.693/(13.89+0.485)=0.0482\) and gives \(\rho_{1/2}=0.2670\), hence a **deposit FWHM of 1.335 µm**. The simple factor is 0.5% too large, relative to the full result of the model. At the half-height radius the surface is still at \(1000-700\times0.0482=966\) K.

The estimated shape error is \(4e^{-2}\times0.2/13.89=0.78\%\) of the peak height. Comparing the two curves on a fine radial grid gives 0.73%. The far background is \(10^{-20}\) of the peak, which means no growth in practice.

For \(\delta=0.7\) the limit and the full half-height ratio compare as follows.

| \(\beta\) | \(1/\sqrt\beta\) | \(\rho_{1/2}\) |
|---|---|---|
| 1 | 1.000 | 0.952 |
| 2 | 0.707 | 0.687 |
| 5 | 0.447 | 0.441 |
| 20 | 0.224 | 0.223 |

The good agreement at \(\beta=1\) belongs to this \(\delta\). At \(\delta=0.1\) the ratio was 1.228 against the same limit of 1.

**Remark 3: choice of peak temperature.** With \(E\), \(T_0\) and \(w\) fixed, \(\beta\) is proportional to \((T_p-T_0)/T_p^2\), whose derivative is \((2T_0-T_p)/T_p^3\). The leading factor is therefore smallest at \(T_p=2T_0\), where \(\beta=E/(4RT_0)\). Here that is 600 K and \(\beta=16.5\), with a factor of 0.246 instead of 0.268. The price is the rate. Since \(RT_p/E=0.0504\) at 1000 K, the central rate changes by \(\exp[-(1000/600-1)/0.0504]\), about \(2\times10^{-6}\). At fixed \(w\) and well above \(2T_0\), a hotter spot grows faster but is less sharply confined. This rule does not carry over to a fixed laser beam on silicon, where the conductivity falls with temperature and a hotter spot has a sharper peak. With the heat-flow model of the next section (\(\kappa\propto T^{-1.3}\), fixed beam) the deposit is narrowest near 1000 K, about 6% narrower than at 600 K. With a conductivity that falls more steeply at high temperature it keeps narrowing almost to the melting point. The corrections to the leading factor move the minimum only slightly: the full half-height width is smallest at 606 K.

## Comparison with laser-written silicon

The example lies in the regime of silicon written from silane on a silicon wafer by a visible laser. The activation energy and the material values below are rough. The assumption that fails most clearly, among those sized here, is the Gaussian temperature.

Consider a thick wafer with an insulated surface and an absorbed beam \(e^{-r^2/a^2}\). The beam's component of radial wavenumber \(k\) has weight \(k\,e^{-k^2a^2/4}\). Heat released at depth \(z\) raises the surface temperature of that component in proportion to \(e^{-kz}/k\). Averaging over an absorption profile \(e^{-z/d}/d\) turns \(e^{-kz}\) into \(1/(1+kd)\). For constant conductivity the surface rise therefore has the shape

\[
S(r)\propto\int_0^\infty J_0(kr)\,\frac{e^{-k^2a^2/4}}{1+kd}\,dk,\qquad S(0)=1 .
\]

If the conductivity \(\kappa\) varies with temperature, \(\int_{T_0}^{T}\kappa\,dT'\) obeys the constant-conductivity equation and has this shape instead. For silicon I take \(\kappa\propto T^{-1.3}\) and \(d=0.5\) µm. The constant \(d\) is a stand-in: for blue-green light the real depth falls from roughly 0.5 to 1 µm at 300 K to roughly 0.1 to 0.2 µm at 1000 K. The integral was evaluated numerically. The peak temperature and the 5.00 µm temperature width were held fixed by adjusting \(a\), and the deposit width was found by root search.

| Heat flow | Beam FWHM (µm) | Deposit FWHM (µm) |
|---|---|---|
| constant \(\kappa\), \(d=0\) | 3.14 | 1.19 |
| falling \(\kappa\), \(d=0\) | 4.51 | 1.19 |
| falling \(\kappa\), \(d=0.5\) µm | 4.08 | 1.18 |

The deposit is 10 to 12% narrower than under a Gaussian of equal width. Proposition 2 explains this. In the first case \(J_0(kr)\simeq1-k^2r^2/4\), and the mean of \(k^2\) under the weight \(e^{-k^2a^2/4}\) is \(2/a^2\), so \(c=\Delta T/(2a^2)\). With \(a=3.14/(2\sqrt{\ln2})=1.89\) µm this is 98 K/µm², against \(\Delta T/w^2=78\) K/µm² for the Gaussian. The sharper peak multiplies the deposit width by \(\sqrt{78/98}=0.89\). In all three cases the curvature rule reproduces the root search within 0.4%. In these runs the falling conductivity changes the beam needed for a given temperature width far more than it changes the deposit, but only because the beam is refitted. With the beam held at 3.14 µm and \(d=0\), it shrinks the temperature FWHM from 5.0 to 3.5 µm and the deposit from 1.19 to 0.83 µm. The last digit of the table depends on the material values. Depths \(d=0.17\) and 1.0 µm give 1.19 and 1.16 µm. The fit \(1/\kappa=0.03+1.56\times10^{-3}T+1.65\times10^{-6}T^2\) cm K/W lowers the two falling-\(\kappa\) entries by about 0.015 µm. The narrowing then reaches 13%.

Other effects are smaller here:

- **Prefactor.** A rate prefactor \(T^{n}\) adds \(n/T_p\) to the logarithmic slope at the peak, which replaces \(E\) by \(E+nRT_p\). For \(n=\pm1\) the width changes by about \(\mp2.5\%\).
- **Gas supply.** At 10 Torr and 300 K, growth at a rough 100 nm/s consumes \(1.4\times10^{-4}\) of the silane that strikes the spot. This uses the collisionless arrival rate, reasonable because the mean free path, roughly 4 µm, exceeds the deposit width. If the rate saturates as the supply is used up, the width grows by about 0.005%. Much hotter spots or faster growth can leave this regime, and the deposit then flattens at the centre.
- **Settling time.** With a diffusivity \(D\) of roughly 0.1 cm²/s, the heating time scale is \(w^2/(4D)=0.23\) µs. The approach to the steady state has a slow tail: in a thick wafer the missing part of the temperature rise falls only as \(t^{-1/2}\). At 100 nm/s, however, even a 10 nm film takes 0.1 s. For constant conductivity and unlimited thickness the centre is by then within 0.1% of its steady rise. In an ordinary wafer, about 0.5 mm thick, the heat has by then reached the back. The bulk it crosses is cold, with \(D\) near 0.9 cm²/s. For constant conductivity a back held cold lowers the centre by 0.1 to 0.2% of the rise. An insulated back raises it by 0.3 to 0.5% at 0.1 s, and the shift keeps growing slowly, to about 1% at 10 s. The low conductivity of the hot centre roughly doubles these shifts. A steady temperature is therefore a fair assumption for the width. For the rate it is fair only on a heat-sunk wafer, since 1% of the rise, 7 K, changes the central rate by about 15%.

An error of 10% in \(E\) moves the width by about 5%, since the width varies as \(E^{-1/2}\). Migration of atoms along the surface, and the change in absorption as the film grows, are not included or sized.

Numerical values quoted here were computed with a short program.
